# Tail Corrections to the Energy and Pressure of a Dispersion-Bound Fluid

## A case that can be seen through

Scatter particles independently and uniformly through a very large volume, with number density \(\rho\). Let each pair at distance \(r\) have the dispersion energy \(-C_6/r^6\). Choose one particle and ask how much energy it shares with all particles farther away than \(r_c\).

A shell of radius \(r\) and thickness \(dr\) has volume \(4\pi r^2dr\), so it holds on average \(4\pi r^2\rho\,dr\) particles. The distant particles therefore contribute

\[
-\int_{r_c}^{\infty}4\pi r^2\rho\,\frac{C_6}{r^6}\,dr
=-4\pi\rho C_6\int_{r_c}^{\infty}\frac{dr}{r^4}
=-\frac{4\pi}{3}\frac{\rho C_6}{r_c^3}.
\]

Each pair energy belongs to two particles, so the share of one particle is half of this, \(-(2\pi/3)\rho C_6/r_c^3\).

The pressure follows from a stretching argument. If all distances grow by a common factor, the volume \(V\) grows as the cube of that factor and \(r^{-6}\) changes as \(V^{-2}\). The energy \(E\) of a fixed set of distant pairs then obeys \(E\propto V^{-2}\), and its contribution to the pressure is

\[
-\frac{dE}{dV}=\frac{2E}{V}.
\]

With \(N\) particles and \(E=N\times(\text{share of one particle})\), this equals \(2\rho\) times the energy per particle, or \(-(4\pi/3)\rho^2C_6/r_c^3\).

A real fluid is not a random scatter, because its particles repel at short range and arrange themselves around one another. The same results hold if this arrangement has died out at \(r_c\).

## Setting and assumptions

A simulation of \(N\) identical particles in a volume \(V\) keeps only pairs closer than \(r_c\). We want the contributions of the omitted pairs. The algebra is in atomic units, and \(kT\) denotes the temperature expressed as an energy. The assumptions are as follows.

1. The particles move classically and interact through a sum of pair energies \(u(r)\).
2. For \(r>r_c\), \(u(r)=-C_6/r^6\). Short-range repulsion, damping of the dispersion energy, retardation and the higher dispersion terms are neglected there. For real atoms the last of these matter: a term \(-C_8/r^8\) adds \(\tfrac35C_8/(C_6r_c^2)\) of the energy tail and \(\tfrac45C_8/(C_6r_c^2)\) of the pressure tail, about 4% and 6% at \(r_c=10\ \text{Å}\) for an argon-like ratio \(C_8/C_6\approx7\ \text{Å}^2\).
3. The system is large and forms one homogeneous, isotropic phase of density \(\rho=N/V\).
4. There is no pair correlation beyond the cutoff: \(g(r)=1\) for \(r>r_c\).

The pair distribution function \(g(r)\) is defined by the statement that a shell around a given particle contains on average \(4\pi r^2\rho g(r)\,dr\) others. Assumption 4 is the homogeneity assumption in its working form: seen from any particle, the fluid beyond \(r_c\) is a uniform medium of density \(\rho\). Assumption 3 alone does not ensure this, since a homogeneous liquid still has structure at short distances.

## Two lemmas

**Lemma 1 (pair sums).** For any function \(f\) for which the integral converges,

\[
\Big\langle\sum_{i<j}f(r_{ij})\Big\rangle
=\frac{N\rho}{2}\int_0^\infty4\pi r^2g(r)f(r)\,dr .
\]

*Proof.* By the definition of \(g\), the average of \(f\) summed over the neighbours of one particle is \(\rho\int4\pi r^2gf\,dr\). Adding this over \(N\) particles counts each pair twice, so we divide by two. ∎

With \(f=u\), division by \(N\) gives the interaction energy per particle:

\[
e=\frac{\rho}{2}\int_0^\infty4\pi r^2g(r)u(r)\,dr. \tag{1}
\]

**Lemma 2 (virial pressure).** For a differentiable pair potential,

\[
P=\rho kT-\frac{\rho^2}{6}\int_0^\infty4\pi r^3g(r)u'(r)\,dr. \tag{2}
\]

*Proof.* Let \(U\) be the total interaction energy. The part of the free energy that depends on volume is \(-kT\ln Z\), where

\[
Z=\int_V e^{-U/kT}\,d^3r_1\cdots d^3r_N .
\]

Hence \(P=kT\,\partial\ln Z/\partial V\). Write \(\mathbf r_i=V^{1/3}\mathbf s_i\), so that the scaled coordinates \(\mathbf s_i\) range over a fixed unit volume. Each \(d^3r_i\) gives a factor \(V\), and

\[
Z=V^N\int e^{-U/kT}\,d^3s_1\cdots d^3s_N .
\]

Differentiation of the prefactor and of the exponential gives

\[
P=\frac{NkT}{V}-\Big\langle\frac{\partial U}{\partial V}\Big\rangle .
\]

At fixed scaled coordinates \(r_{ij}\propto V^{1/3}\), so \(\partial r_{ij}/\partial V=r_{ij}/(3V)\). Therefore

\[
P=\rho kT-\frac{1}{3V}\Big\langle\sum_{i<j}r_{ij}u'(r_{ij})\Big\rangle .
\]

Lemma 1 with \(f=ru'\) turns the last term into \(-(N\rho/6V)\int4\pi r^3gu'\,dr\), and \(N/V=\rho\). ∎

## The theorem

**Theorem.** Under assumptions 1–4, the parts of (1) and (2) that come from \(r>r_c\) are

\[
e_{\rm tail}=-\frac{2\pi}{3}\frac{\rho C_6}{r_c^3},
\qquad
P_{\rm tail}=-\frac{4\pi}{3}\frac{\rho^2C_6}{r_c^3}.
\]

*Proof.* In (1), restrict the integral to \(r>r_c\) and set \(g=1\):

\[
e_{\rm tail}=\frac{\rho}{2}\int_{r_c}^{\infty}4\pi r^2\Big(-\frac{C_6}{r^6}\Big)dr
=-2\pi\rho C_6\int_{r_c}^{\infty}\frac{dr}{r^4}.
\]

The remaining integral is \([-1/(3r^3)]_{r_c}^{\infty}=1/(3r_c^3)\), which gives the first formula.

For the pressure, \(u'(r)=+6C_6/r^7\). The slope is positive because the energy rises towards zero as the pair separates. Thus

\[
P_{\rm tail}=-\frac{\rho^2}{6}\int_{r_c}^{\infty}4\pi r^3\,\frac{6C_6}{r^7}\,dr
=-4\pi\rho^2C_6\int_{r_c}^{\infty}\frac{dr}{r^4}
=-\frac{4\pi}{3}\frac{\rho^2C_6}{r_c^3}. \qquad ∎
\]

Both corrections are negative: the omitted attraction lowers the energy and pulls the fluid inward. Both fall as \(r_c^{-3}\), so doubling the cutoff divides them by eight, while the number of pairs kept inside grows about eightfold.

**Remark (a relation that does not need \(g=1\)).** Beyond \(r_c\), \(ru'=6C_6/r^6=-6u\). Inserting this in (2) and comparing with (1) gives \(P_{\rm tail}=2\rho e_{\rm tail}\) for any \(g\). The homogeneity assumption is needed for the closed forms, not for this ratio.

**Worked example.** Take a model fluid with \(C_6=60\ \text{eV Å}^6\), \(\rho=0.020\ \text{Å}^{-3}\), \(r_c=10\ \text{Å}\) and \(kT=0.025\ \text{eV}\). These are round parameters and stand for no particular substance. The formulas contain no unit-dependent constant, so they may be used directly in eV and Å:

\[
e_{\rm tail}=-\frac{2\pi}{3}\,\frac{0.020\times60}{10^3}\ \text{eV}
=-2.513\times10^{-3}\ \text{eV},
\]

or \(-9.236\times10^{-5}\) hartree per particle. Then

\[
P_{\rm tail}=2\rho e_{\rm tail}
=2(0.020)(-2.513\times10^{-3})\ \text{eV/Å}^3
=-1.005\times10^{-4}\ \text{eV/Å}^3,
\]

or \(-16.1\) MPa. For comparison, the ideal term is \(\rho kT=5.0\times10^{-4}\ \text{eV/Å}^3\), so the pressure tail is one fifth of it in size.

## The factor of two in the pressure

One might try to obtain the pressure by differentiating \(Ne_{\rm tail}\) with respect to volume. The answer depends on what happens to \(r_c\).

At fixed \(r_c\), \(Ne_{\rm tail}=-(2\pi/3)N^2C_6/(Vr_c^3)\), which varies as \(V^{-1}\). Therefore

\[
-\frac{d(Ne_{\rm tail})}{dV}=\frac{Ne_{\rm tail}}{V}
=-\frac{2\pi}{3}\frac{\rho^2C_6}{r_c^3}=\frac12P_{\rm tail}.
\]

If the cutoff is scaled with the box, \(r_c^3\propto V\), the energy varies as \(V^{-2}\) and the derivative gives the whole of \(P_{\rm tail}\). In the example the two numerical derivatives are \(-5.027\times10^{-5}\) and \(-1.005\times10^{-4}\ \text{eV/Å}^3\).

In the second calculation the same pairs remain beyond the cutoff. In the first, pairs cross it as the box expands, and each crossing changes the energy assigned to the tail. The following proposition identifies the missing half.

**Proposition 1 (impulse at the cutoff).** Let the potential be cut abruptly, \(u_t=u\) for \(r<r_c\) and \(u_t=0\) for \(r>r_c\). To leading order in \(C_6/(kTr_c^6)\), and with no correlation at \(r_c\) apart from the pair's own Boltzmann factor, the jump contributes \(\tfrac12P_{\rm tail}\) to the pressure of the truncated system.

*Proof.* Write the pair distribution of the truncated system as \(g_t=e^{-u_t/kT}y\). The factor \(y\) comes from averaging over the other particles and is continuous at \(r_c\); the stated condition is \(y(r_c)=1\). In (2) we need

\[
g_tu_t'=y\,e^{-u_t/kT}u_t'=-kT\,y\,\frac{d}{dr}e^{-u_t/kT}.
\]

At \(r_c\) the exponential jumps from \(e^{C_6/(kTr_c^6)}\) to 1. Integrating \(g_tu_t'\) across the jump gives

\[
-kT\left(1-e^{C_6/(kTr_c^6)}\right)\approx\frac{C_6}{r_c^6}.
\]

Multiplication by \(-(\rho^2/6)4\pi r_c^3\), as (2) requires, yields \(-(2\pi/3)\rho^2C_6/r_c^3\). ∎

The rule for use follows. If the simulation sums \(ru'\) over pairs inside \(r_c\) and leaves out the impulse, add the full \(P_{\rm tail}\). If its pressure already includes the impulse, add half. Many simulations also shift the potential, using \(u(r)-u(r_c)\) inside \(r_c\). There is then no impulse, and to leading order the full \(P_{\rm tail}\) is added to the virial. The shift, however, removes \(u(r_c)\) from every pair kept, about \(\tfrac12\rho\,\tfrac{4\pi}{3}r_c^3\,u(r_c)=e_{\rm tail}\) per particle, so the energy of the shifted potential lacks about \(2e_{\rm tail}\).

**Remark (what is left unchanged).** The theorem gives the omitted terms for a given \(g\). A simulation with a cut potential samples its own \(g_t\), and using it inside \(r_c\) supposes that the tail hardly alters the structure there. This is a mean-field approximation. Its physical basis is that distant particles surround each particle nearly evenly, so their attractions nearly cancel as forces while adding as energies. The argument weakens in a highly compressible fluid, above all near the critical point, where the tail changes the long-wavelength density fluctuations. The dilute-gas test below cannot probe it, since at zero density \(g\) inside \(r_c\) does not depend on the tail.

## The error of the homogeneity assumption

**Proposition 2.** Keep assumptions 1–3, but let \(g=1+h\) beyond \(r_c\). The true tail contributions to (1) and (2) are the formulas of the theorem multiplied by \(1+\Delta\), where

\[
\Delta=3r_c^3\int_{r_c}^{\infty}\frac{h(r)}{r^4}\,dr,
\qquad |\Delta|\le\max_{r>r_c}|h(r)| .
\]

*Proof.* Both tail integrals have the form of a constant times \(\int_{r_c}^\infty g\,r^{-4}dr\). With \(g=1+h\) this equals \(1/(3r_c^3)+\int_{r_c}^\infty h\,r^{-4}dr\), and taking out the factor \(1/(3r_c^3)\) gives \(1+\Delta\). Replacing \(h\) by its largest magnitude leaves \(3r_c^3\times1/(3r_c^3)=1\) times that magnitude, which is the bound. ∎

Thus if \(g\) stays within 2% of one beyond the cutoff, each tail formula is in error by at most 2% of itself. When \(h\) oscillates about zero, positive and negative parts partly cancel in the integral.

**Example: the dilute gas.** At low density two particles meet without disturbance from others, so \(g=e^{-u/kT}\). Beyond \(r_c\), to leading order, \(h=C_6/(kTr^6)\). Hence

\[
\Delta\approx\frac{3r_c^3C_6}{kT}\int_{r_c}^{\infty}\frac{dr}{r^{10}}
=\frac{3r_c^3C_6}{kT}\,\frac{1}{9r_c^9}
=\frac{C_6}{3kTr_c^6}.
\]

For the values of \(C_6\), \(kT\) and \(r_c\) above this is \(60/(3\times0.025\times10^6)=8.0\times10^{-4}\). This is the limit \(\rho\to0\). The density \(0.020\ \text{Å}^{-3}\) of the worked example is liquid-like; there \(h\) at \(r_c\) is shaped by packing, and this value of \(\Delta\) does not apply.

The gas also allows a test against thermodynamics. Complete the potential at short range as

\[
u(r)=Ae^{-br}-f_6(br)\frac{C_6}{r^6},\qquad
f_6(x)=1-e^{-x}\sum_{k=0}^{6}\frac{x^k}{k!},
\]

with \(A=5000\) eV and \(b=3.5\ \text{Å}^{-1}\); \(f_6\) is the Tang–Toennies damping function. Put \(g=e^{-u/kT}\) in (2), use \(u'e^{-u/kT}=-kT\,d(e^{-u/kT}-1)/dr\), and integrate by parts. The boundary terms vanish, leaving

\[
\frac{P-\rho kT}{\rho^2}=kTB_2,\qquad
B_2=-2\pi\int_0^\infty\left(e^{-u/kT}-1\right)r^2dr .
\]

With \(\beta=1/kT\), differentiation under the integral gives \(dB_2/d\beta=2\pi\int_0^\infty ue^{-\beta u}r^2dr\), which is \(e/\rho\) by (1). The full values thus come from \(B_2\) without any cutoff. In units of eV Å\(^3\):

| Quantity | inside \(r_c\) | tail formula | sum | full |
|---|---|---|---|---|
| \(e/\rho\) | −2.6051 | −0.1257 | −2.7308 | −2.7309 |
| \((P-\rho kT)/\rho^2\) | −0.6551 | −0.2513 | −0.9065 | −0.9067 |

In this example the cutoff removes about 5% of the full interaction energy and 28% of the full excess pressure. Both figures depend on the chosen temperature, the second strongly: \(B_2\) is a difference between a positive part from the repulsive core and a negative part from the attraction, so the fraction depends on how far these cancel. The formulas restore both, apart from an error of \(8.0\times10^{-4}\) relative to the tail, as predicted. The largest \(h\) beyond the cutoff is \(2.4\times10^{-3}\), so the bound holds with room to spare. The impulse at the cutoff contributes \(-0.1258\), half of the pressure tail, in agreement with Proposition 1.

## Where homogeneity fails

**A crystal with a short cutoff.** In a simple cubic lattice of spacing \(a\), the neighbours sit at sharply defined distances: six at \(a\), twelve at \(\sqrt2\,a\), and so on. The sum of \((a/r)^6\) over all neighbours is 8.4019. With \(\rho=1/a^3\), the uniform medium replaces the omitted part of this sum by \((4\pi/3)(a/r_c)^3\).

| \(r_c/a\) | omitted sum | uniform medium | ratio |
|---|---|---|---|
| 1.05 | 2.402 | 3.618 | 0.66 |
| 1.40 | 2.402 | 1.527 | 1.57 |
| 20.5 | \(4.855\times10^{-4}\) | \(4.862\times10^{-4}\) | 0.9986 |

Between the first two cutoffs no shell is crossed, so the omitted sum stays at \(8.4019-6=2.4019\) while the continuum estimate falls. The estimate is first too large and then too small. It must be right at some cutoff between them, so agreement at a single short cutoff proves nothing.

At large \(r_c\) the medium looks uniform again. The ratio still jumps at every shell: the last row is a favourable cutoff, and for \(r_c/a\) between 20 and 21 the deviation from one reaches about 0.7%. Assign each lattice point a cube of volume \(a^3\). The number of points within a sphere differs from its volume divided by \(a^3\) only through cubes cut by its surface. Their number grows as \(r^2\), so the count is \(n(r)=(4\pi/3)(r/a)^3+\delta(r)\) with \(|\delta(r)|\le c\,(r/a)^2\) for some constant \(c\). The omitted sum is \(\int_{r_c}^\infty(a/r)^6\,dn\). The first term of \(n\) gives the uniform-medium value. The second, integrated by parts, gives \(-(a/r_c)^6\delta(r_c)+6a^6\int_{r_c}^\infty\delta(r)\,r^{-7}dr\), whose size is at most \(c(a/r_c)^4+\tfrac64c(a/r_c)^4=\tfrac52c(a/r_c)^4\). Divided by \((4\pi/3)(a/r_c)^3\), this bound falls as \(a/r_c\), so the relative error of the tail tends to zero.

**A free surface.** Let a fluid of uniform density end at a flat surface, with vacuum outside, and consider a particle at depth \(d\ge r_c\). The bulk formula credits it with neighbours in the empty half-space. With \(z\) measured from the particle along the surface normal and \(s\) the distance from that axis, the missing integral of \(r^{-6}\) is

\[
\int_d^\infty dz\int_0^\infty\frac{2\pi s\,ds}{(s^2+z^2)^3}
=\int_d^\infty\frac{\pi}{2z^4}\,dz=\frac{\pi}{6d^3}.
\]

The inner integral follows from \(\int_0^\infty s(s^2+z^2)^{-3}ds=1/(4z^4)\). The complete bulk tail has the integral \(4\pi/(3r_c^3)\), so the missing fraction is

\[
\frac{\pi/(6d^3)}{4\pi/(3r_c^3)}=\frac{r_c^3}{8d^3}.
\]

It is 12.5% at \(d=r_c\) and 1.6% at \(d=2r_c\). For a particle in the surface itself, half of the tail is missing by symmetry.

**Two phases in one box.** Suppose a liquid fills half the box and the rest is nearly empty. The mean density is then about half the liquid density. A particle deep inside a liquid layer several \(r_c\) thick is surrounded by liquid, so its tail energy is about twice what the formula gives with the mean density. A droplet, a film or a boiling fluid therefore needs its omitted interactions computed from the actual density profile. The numerical check following this text covers the uniform fluid, the dilute gas, the lattice and the free surface.

## Calculated quantities

```
C6 = 60.0 eV angstrom^6
density rho = 0.020 angstrom^-3
cutoff rc = 10.0 angstrom
thermal energy kT = 0.025 eV
repulsion prefactor = 5000 eV
repulsion and damping exponent = 3.5 angstrom^-1
energy tail, formula = -0.0025133 eV per particle
energy tail, quadrature = -0.0025133 eV per particle
energy tail, converted = -9.2361e-05 hartree per particle
pressure tail, formula = -1.00531e-04 eV/angstrom^3
pressure tail, quadrature = -1.00531e-04 eV/angstrom^3
pressure tail, converted = -16.11 MPa
-dE/dV of tail, fixed rc = -5.02655e-05 eV/angstrom^3
-dE/dV of tail, scaled rc = -1.00531e-04 eV/angstrom^3
Dilute gas: e/rho and P_excess/rho^2, in eV angstrom^3
e/rho, full, from B2 = -2.73091
e/rho, pairs inside rc = -2.60514
e/rho, tail formula = -0.12566
e/rho, inside plus tail = -2.73081
P_excess/rho^2, full, from B2 = -0.90666
P_excess/rho^2, virial inside rc = -0.65513
P_excess/rho^2, tail formula = -0.25133
P_excess/rho^2, inside plus tail = -0.90646
P_excess/rho^2, impulse at rc = -0.12581
P_excess/rho^2, left after impulse = -0.12571
relative error of energy tail = 8.005e-04 (no unit)
relative error of pressure tail = 8.008e-04 (no unit)
leading-order error formula = 8.000e-04 (no unit)
largest g-1 beyond rc = 2.403e-03 (no unit)
Simple cubic sum of (a/r)^6 = 8.40192 (no unit)
rc/a = 1.05: omitted sum 2.4019e+00, continuum 3.6184e+00, ratio 0.6638
rc/a = 1.40: omitted sum 2.4019e+00, continuum 1.5265e+00, ratio 1.5735
rc/a = 20.50: omitted sum 4.8553e-04, continuum 4.8621e-04, ratio 0.9986
depth d/rc = 1.0: missing tail fraction = 0.12500
depth d/rc = 2.0: missing tail fraction = 0.01562
```
